# The Skodje-Truhlar tunnelling factor compared with Wigner and Eckart factors: verification in Python

```python
"""Skodje-Truhlar tunnelling factor, tested against its defining integral.

Barrier height V0, top frequency omega, alpha = 2 pi/(hbar omega),
beta = 1/(kB T), u = beta/alpha, w = alpha V0.
Result under test:
  u < 1: kappa = pi u/sin(pi u) - u/(1-u) exp(-(1-u) w)
  u > 1: kappa = u/(u-1) (exp((u-1) w) - 1)
  u = 1: kappa = w
These approximate the thermal average of the infinite-parabola transmission,
cut at E = 0. Wigner and exact symmetric Eckart factors are compared with it.
Energies are in eV.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad, solve_ivp

V0 = 0.4
wavenumber = 1500.0
kB = const.k / const.e
hbar_omega = const.h * const.c * wavenumber * 100.0 / const.e
alpha = 2.0 * np.pi / hbar_omega
w0 = alpha * V0
T_c = 1.0 / (alpha * kB)
d0 = np.sqrt(w0**2 - np.pi**2 / 4.0)


def kappa_st(u, w):
    if abs(u - 1.0) < 1e-10:
        return w
    if u < 1.0:
        return np.pi*u/np.sin(np.pi*u) - u/(1-u)*np.exp(-(1-u)*w)
    return u/(u-1) * np.expm1((u-1)*w)


def kappa_wigner(u):
    return 1.0 + (2.0*np.pi*u)**2 / 24.0


def integrate(f, a, b):
    return quad(f, a, b, epsabs=0.0, epsrel=1e-10, limit=300)[0]


def kappa_cut(u, w):
    """Defining integral with the parabola transmission, t = alpha (V0-E)."""
    def f(t):
        return u * np.exp(u*t) / (1.0 + np.exp(t))
    return integrate(f, -45.0/u, 0.0) + integrate(f, 0.0, w)


def p_parabola(E):
    return 1.0 / (1.0 + np.exp(alpha*(V0 - E)))


def p_eckart(E):
    s = np.sinh(alpha*np.sqrt(E*V0))**2
    return s / (s + np.cosh(d0)**2)


def kappa_eckart(T):
    b = 1.0 / (kB*T)

    def f(E):
        return b * p_eckart(E) * np.exp(b*(V0 - E))
    return integrate(f, 0.0, V0) + integrate(f, V0, V0 + 45.0/b)


def scattering(k2, dk2, L=25.0):
    """Transmission for psi'' + k2(y) psi = 0 from a pure outgoing wave."""
    k = np.sqrt(k2(L))
    psi = 1.0/np.sqrt(k) + 0j
    start = [psi, (1j*k - dk2(L)/(4*k2(L)))*psi]
    sol = solve_ivp(lambda y, q: [q[1], -k2(y)*q[0]], (L, -L), start,
                    method="DOP853", rtol=1e-10, atol=1e-12)
    assert sol.success
    psi, dpsi = sol.y[:, -1]
    k = np.sqrt(k2(-L))
    left = 1.0/np.sqrt(k)
    dleft = (-1j*k - dk2(-L)/(4*k2(-L)))*left
    incoming = abs(psi*dleft - dpsi*left) / 2.0
    return 1.0 / incoming**2


# Transmission formulas against direct integration of the wave equation.
# Length unit sqrt(hbar/(m omega)), energy unit hbar omega.
v = V0 / hbar_omega
width = np.sqrt(2.0*v)
for ratio in (0.6, 0.95, 1.2):
    eps = (ratio - 1.0)*v
    numeric = scattering(lambda y: y*y + 2*eps, lambda y: 2*y)
    assert abs(numeric/p_parabola(ratio*V0) - 1) < 1e-4
for ratio in (0.25, 0.6, 1.0, 1.3):
    numeric = scattering(
        lambda y: 2*v*(ratio - 1/np.cosh(y/width)**2),
        lambda y: 4*v/width*np.tanh(y/width)/np.cosh(y/width)**2)
    assert abs(numeric/p_eckart(ratio*V0) - 1) < 1e-4

# Full integral, error bounds and tail series, also for a low barrier.
for u in (0.3, 0.7):
    full = kappa_cut(u, 45.0/(1-u))
    assert abs(full/(np.pi*u/np.sin(np.pi*u)) - 1) < 1e-8
for w in (2.0, 5.0, w0):
    for u in (0.4, 0.7, 0.9):
        error = kappa_cut(u, w) - kappa_st(u, w)
        bound = u*np.exp((u-2)*w)/(2-u)
        assert -1e-8 < error < bound + 1e-8
    for u in (1.1, 1.4, 1.8, 2.3):
        error = kappa_cut(u, w) - kappa_st(u, w)
        lower = -u*np.expm1((u-2)*w)/(u-2)
        assert lower < error < 1.0
for u in (0.7, 1.4, 2.3):
    n = np.arange(1, 60)
    tail = np.sum((-1.0)**(n-1)*u*np.exp((u-n)*2.0)/(n-u))
    series = np.pi*u/np.sin(np.pi*u) - tail
    assert abs(series/kappa_cut(u, 2.0) - 1) < 1e-8

# Crossover: common value, exact cut integral, and jump of slope.
assert abs(kappa_st(1-1e-6, w0) - w0) < 1e-3
assert abs(kappa_st(1+1e-6, w0) - w0) < 1e-3
assert abs(kappa_cut(1.0, 2.0) - np.log1p(np.exp(2.0))) < 1e-8


def one_sided_slope(h):
    return (-3*kappa_st(1.0, w0) + 4*kappa_st(1+h, w0)
            - kappa_st(1+2*h, w0)) / (2*h)


slope_hot = one_sided_slope(-1e-4)
slope_cold = one_sided_slope(1e-4)
assert abs(slope_cold - slope_hot - np.pi**2/6) < 2e-3

# Wigner factor as the start of the expansion of the full parabola factor.
us = sp.symbols("u", positive=True)
expansion = sp.series(sp.pi*us/sp.sin(sp.pi*us), us, 0, 4).removeO()
assert abs(float(expansion.subs(us, 0.3)) - kappa_wigner(0.3)) < 1e-12


def eckart_cold(T):
    """Gaussian estimate of the Eckart factor well below crossover."""
    u = T_c/T
    return np.sqrt(4*np.pi*w0/u)*np.exp(w0*(u-1)**2/u + 2*(w0-d0))


assert abs(eckart_cold(150.0)/kappa_eckart(150.0) - 1) < 0.01

# Energies that dominate the thermal average at 200 K.
E_grid = np.linspace(0.0, 1.5*V0, 60001)
boltz = np.exp((V0 - E_grid)/(kB*200.0))
peak_eckart = E_grid[np.argmax(p_eckart(E_grid)*boltz)]
peak_parabola = E_grid[np.argmax(p_parabola(E_grid)*boltz)]
peak_formula = V0*(200.0/T_c)**2
assert abs(peak_eckart/peak_formula - 1) < 0.03
assert peak_parabola == 0.0
assert p_eckart(V0/4) < p_parabola(V0/4)

print(f"barrier height V0 = {V0:.3f} eV")
print(f"imaginary wavenumber (magnitude) = {wavenumber:.0f} cm^-1")
print(f"angular frequency omega = {hbar_omega*const.e/const.hbar:.5e} s^-1")
print(f"hbar omega = {hbar_omega:.6f} eV")
print(f"alpha = {alpha:.4f} eV^-1")
print(f"w = alpha V0 = {w0:.4f} (no unit)")
print(f"d in Eckart transmission = {d0:.4f} (no unit)")
print(f"crossover temperature T_c = {T_c:.2f} K")
print(f"slope dkappa/du at u=1, hot side = {slope_hot:.3f} (no unit)")
print(f"slope dkappa/du at u=1, cold side = {slope_cold:.3f} (no unit)")
print(f"slope jump = {slope_cold-slope_hot:.4f} (no unit)")
print("factors (no unit): ST = Skodje-Truhlar, cut = cut-parabola integral")
print("  T/K      beta/eV^-1  u        Wigner   ST          cut         Eckart"
      "      ST/Eckart  Wigner/Eckart")
for T in (1000.0, 500.0, 400.0, T_c, 300.0, 250.0, 200.0, 150.0):
    u = T_c/T
    st, cut, eck = kappa_st(u, w0), kappa_cut(u, w0), kappa_eckart(T)
    wig = kappa_wigner(u)
    print(f"{T:8.2f}  {1/(kB*T):9.4f}  {u:7.4f}  {wig:7.4f}  {st:10.5g}  "
          f"{cut:10.5g}  {eck:10.5g}  {st/eck:9.4g}  {wig/eck:9.4g}")
u300 = T_c/300.0
print(f"300 K: (beta-alpha) V0 = {(u300-1)*w0:.4f} (no unit)")
print(f"300 K: beta/(beta-alpha) = {u300/(u300-1):.4f} (no unit)")
u500 = T_c/500.0
print(f"500 K: pi u/sin(pi u) = {np.pi*u500/np.sin(np.pi*u500):.5f} (no unit)")
print(f"500 K: subtracted tail = "
      f"{u500/(1-u500)*np.exp(-(1-u500)*w0):.5f} (no unit)")
print(f"E = V0/4 = {V0/4:.3f} eV: parabola P = {p_parabola(V0/4):.4e} (no unit)")
print(f"E = V0/4 = {V0/4:.3f} eV: Eckart P = {p_eckart(V0/4):.4e} (no unit)")
print(f"200 K: Eckart integrand peak = {peak_eckart:.4f} eV")
print(f"200 K: V0/u^2 = {peak_formula:.4f} eV")
print(f"200 K: cut-parabola integrand peak = {peak_parabola:.4f} eV")
for T in (200.0, 150.0):
    print(f"{T:.0f} K: Gaussian Eckart estimate = {eckart_cold(T):.5g} (no unit)")
print("no test failed")
```

Running it gives:

```
barrier height V0 = 0.400 eV
imaginary wavenumber (magnitude) = 1500 cm^-1
angular frequency omega = 2.82548e+14 s^-1
hbar omega = 0.185976 eV
alpha = 33.7849 eV^-1
w = alpha V0 = 13.5139 (no unit)
d in Eckart transmission = 13.4223 (no unit)
crossover temperature T_c = 343.48 K
slope dkappa/du at u=1, hot side = 103.183 (no unit)
slope dkappa/du at u=1, cold side = 104.827 (no unit)
slope jump = 1.6448 (no unit)
factors (no unit): ST = Skodje-Truhlar, cut = cut-parabola integral
  T/K      beta/eV^-1  u        Wigner   ST          cut         Eckart      ST/Eckart  Wigner/Eckart
 1000.00    11.6045   0.3435   1.1941       1.224       1.224      1.2563     0.9743     0.9505
  500.00    23.2090   0.6870   1.7763      2.5608      2.5608      2.3428      1.093     0.7582
  400.00    29.0113   0.8587   2.2129      5.3813      5.3813      3.8434        1.4     0.5758
  343.48    33.7849   1.0000   2.6449      13.514      13.514      6.4825      2.085      0.408
  300.00    38.6817   1.1449   3.1563       48.11       47.83      12.574      3.826      0.251
  250.00    46.4181   1.3739   4.1051      571.48      570.48      47.858      11.94    0.08578
  200.00    58.0226   1.7174   5.8517       38869       38864      679.08      57.24   0.008617
  150.00    77.3635   2.2899   9.6253  6.6014e+07  6.6014e+07  1.8997e+05      347.5  5.067e-05
300 K: (beta-alpha) V0 = 1.9587 (no unit)
300 K: beta/(beta-alpha) = 7.8993 (no unit)
500 K: pi u/sin(pi u) = 2.59270 (no unit)
500 K: subtracted tail = 0.03193 (no unit)
E = V0/4 = 0.100 eV: parabola P = 3.9647e-05 (no unit)
E = V0/4 = 0.100 eV: Eckart P = 1.6238e-06 (no unit)
200 K: Eckart integrand peak = 0.1356 eV
200 K: V0/u^2 = 0.1356 eV
200 K: cut-parabola integrand peak = 0.0000 eV
200 K: Gaussian Eckart estimate = 685.46 (no unit)
150 K: Gaussian Eckart estimate = 1.9012e+05 (no unit)
no test failed
```
